# Zero-Wavevector Limit and Cell-Size Convergence of Screened Exchange

## Problem

Screened hybrid functionals evaluate part of the exchange energy with the short-range interaction

\[
v(r)=\frac{\operatorname{erfc}(\omega r)}{r}.
\]

In a periodic calculation that evaluates exchange in reciprocal space, this interaction enters through its Fourier transform on a discrete set of wavevectors, which includes zero. Hartree atomic units are used, with the convention \(v(q)=\int v(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r\).

**(a)** Derive \(v(q)\) and show that it is finite at \(q=0\), with value \(\pi/\omega^2\). Give the SI form of this value.

**(b)** One electron occupies an orbital whose density is a normalized Gaussian of standard deviation \(s\) along each axis. It is placed in a simple cubic periodic cell of edge \(L\), and neighbouring copies of the orbital do not overlap. Find the error in the exchange energy caused by replacing the wavevector integral by the sum over the cell's reciprocal vectors. Show that a k-point mesh on a smaller primitive cell gives the same error.

**(c)** "Negligible" needs a threshold. Take it to be 1 meV per electron in the full-strength screened exchange energy. Find the required \(L\) for \(\omega=0.11\) per bohr and \(s=1\) bohr, which are model parameters.

**(d)** How large must the cell be if the zero-wavevector term is left out?

## Solution

### (a) The kernel at zero wavevector

Put the polar axis along \(\mathbf q\) and let \(u\) be the cosine of the polar angle. The angular integral is

\[
2\pi\int_{-1}^{1}e^{-iqru}\,du=\frac{4\pi\sin(qr)}{qr}.
\]

The volume element supplies \(r^2\), which cancels the \(1/r\) of the interaction and the \(1/r\) of the angular factor:

\[
v(q)=\frac{4\pi}{q}\int_0^\infty \operatorname{erfc}(\omega r)\sin(qr)\,dr .
\]

Integrate by parts, choosing \((1-\cos qr)/q\) as the antiderivative of \(\sin qr\) because it vanishes at \(r=0\). The boundary term is then zero at both ends. Since \(\frac{d}{dr}\operatorname{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}\),

\[
\int_0^\infty \operatorname{erfc}(\omega r)\sin(qr)\,dr
=\frac{2\omega}{\sqrt\pi\,q}\int_0^\infty e^{-\omega^2r^2}(1-\cos qr)\,dr .
\]

The remaining integral needs \(J(q)=\int_0^\infty e^{-\omega^2r^2}\cos(qr)\,dr\). Differentiating with respect to \(q\) and integrating by parts gives

\[
J'(q)=-\int_0^\infty r\,e^{-\omega^2r^2}\sin(qr)\,dr=-\frac{q}{2\omega^2}J(q).
\]

With \(J(0)=\sqrt\pi/(2\omega)\), the solution is \(J(q)=\frac{\sqrt\pi}{2\omega}e^{-q^2/4\omega^2}\). Therefore

\[
v(q)=\frac{4\pi}{q^2}\left[1-e^{-q^2/4\omega^2}\right].
\tag{1}
\]

For small \(q\), the bracket is \(q^2/4\omega^2-q^4/32\omega^4+\dots\), so the factor \(1/q^2\) is cancelled:

\[
v(q)=\frac{\pi}{\omega^2}\left[1-\frac{q^2}{8\omega^2}+\dots\right],
\qquad v(0)=\frac{\pi}{\omega^2}.
\]

The same value follows without a limit. At \(q=0\) the transform is the volume integral of the interaction, which converges:

\[
v(0)=4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr
=4\pi\,\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr
=4\pi\,\frac{\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}
=\frac{\pi}{\omega^2}.
\]

The bare interaction \(1/r\) has the transform \(4\pi/q^2\). Subtracting (1) leaves \((4\pi/q^2)e^{-q^2/4\omega^2}\) for the long-range part \(\operatorname{erf}(\omega r)/r\), which therefore carries the whole divergence.

In SI units the interaction has the prefactor \(e^2/(4\pi\varepsilon_0)\), and \(\omega\) is an inverse length in metres:

\[
v(0)=\frac{e^2}{4\pi\varepsilon_0}\,\frac{\pi}{\omega^2}=\frac{e^2}{4\varepsilon_0\omega^2}.
\]

For \(\omega=0.11\) per bohr, \(v(0)=259.6\) hartree bohr³, or \(1.677\times10^{-46}\) J m³.

### (b) The discretisation error

**The sum and its limit.** For one electron with density \(n(\mathbf r)\), the exchange energy is

\[
E_\infty=-\frac12\iint n(\mathbf r)\,n(\mathbf r')\,v(|\mathbf r-\mathbf r'|)\,d^3r\,d^3r'
=-\frac12\int\frac{d^3Q}{(2\pi)^3}\,F(Q),
\]

where \(F(Q)=v(Q)|\rho(Q)|^2\) and \(\rho\) is the transform of \(n\). A Gaussian density of standard deviation \(s\) has \(\rho(Q)=e^{-s^2Q^2/2}\), hence \(|\rho(Q)|^2=e^{-s^2Q^2}\).

In the periodic cell, the allowed wavevectors are \(\mathbf Q=2\pi\mathbf m/L\) with integer \(\mathbf m\). Each occupies a volume \((2\pi)^3/L^3\), and the integral becomes

\[
E_L=-\frac{1}{2L^3}\sum_{\mathbf Q}v(Q)\,e^{-s^2Q^2},
\tag{2}
\]

with \(\mathbf Q=0\) included at its value \(\pi/\omega^2\).

**From the sum to periodic images.** Let \(w(\mathbf r)\) be the function whose transform is \(F(Q)\). The superposition \(\sum_{\mathbf R}w(\mathbf r+\mathbf R)\) over the lattice vectors of the cell is periodic, and its Fourier coefficients are \(F(Q)/L^3\). Evaluating its Fourier series at \(\mathbf r=0\) gives the Poisson formula

\[
\frac1{L^3}\sum_{\mathbf Q}F(Q)=\sum_{\mathbf R}w(R).
\]

The term \(\mathbf R=0\) is the integral of \(F\) over \(d^3Q/(2\pi)^3\), so it reproduces the infinite-cell energy, \(E_\infty=-w(0)/2\). The other terms are the error:

\[
E_L-E_\infty=-\frac12\sum_{\mathbf R\neq0}w(R).
\tag{3}
\]

**The function \(w\).** Define an effective screening parameter \(\omega'\) by

\[
\frac1{\omega'^2}=\frac1{\omega^2}+4s^2,
\qquad\text{so that}\qquad s^2+\frac1{4\omega^2}=\frac1{4\omega'^2}.
\]

Multiplying (1) by \(e^{-s^2Q^2}\), then adding and subtracting 1 in the bracket, gives

\[
F(Q)=\frac{4\pi}{Q^2}\left[1-e^{-Q^2/4\omega'^2}\right]-\frac{4\pi}{Q^2}\left[1-e^{-s^2Q^2}\right].
\]

Each term has the form (1), the first with screening parameter \(\omega'\) and the second with \(1/(2s)\). Reading (1) backwards,

\[
w(R)=\frac{\operatorname{erfc}(\omega'R)-\operatorname{erfc}(R/2s)}{R}.
\tag{4}
\]

This is the screened interaction between two Gaussian densities a distance \(R\) apart. Because \(1/\omega'^2>4s^2\), we have \(\omega'<1/(2s)\), and \(w(R)\) is positive. The error (3) is therefore negative: the orbital acquires spurious exchange with its own periodic copies.

For the limit \(R\to0\), use \(\operatorname{erfc}(x)\approx1-2x/\sqrt\pi\). Then \(w(0)=\frac{2}{\sqrt\pi}\left(\frac1{2s}-\omega'\right)\), and

\[
E_\infty=-\frac1{\sqrt\pi}\left(\frac1{2s}-\omega'\right).
\]

**A k-point mesh.** Let a primitive cell of volume \(\Omega_c\) hold one such orbital \(\varphi\), and let the mesh have \(N_k\) points, with \(N\) along each direction. The Bloch states are \(\psi_{\mathbf k}(\mathbf r)=N_k^{-1/2}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\varphi(\mathbf r-\mathbf T)\), where \(\mathbf T\) runs over the primitive cells in the repeat volume \(N_k\Omega_c=L^3\). Without overlap, products of orbitals on different sites vanish, so

\[
\psi^*_{\mathbf k'}\psi_{\mathbf k}=\frac1{N_k}\sum_{\mathbf T}e^{i(\mathbf k-\mathbf k')\cdot\mathbf T}\,n(\mathbf r-\mathbf T).
\]

Its Fourier component at \(\mathbf Q=\mathbf k-\mathbf k'+\mathbf G\), with \(\mathbf G\) a reciprocal vector of the primitive cell, contains the phases \(e^{i(\mathbf k-\mathbf k')\cdot\mathbf T}e^{-i\mathbf Q\cdot\mathbf T}=e^{-i\mathbf G\cdot\mathbf T}=1\). The \(N_k\) equal terms cancel the prefactor and leave \(\rho(Q)\). The energy per primitive cell is

\[
-\frac1{2N_kL^3}\sum_{\mathbf k\mathbf k'}\sum_{\mathbf G}v(|\mathbf k-\mathbf k'+\mathbf G|)\,|\rho(\mathbf k-\mathbf k'+\mathbf G)|^2 .
\]

For each fixed \(\mathbf k'\), the pair \((\mathbf k,\mathbf G)\) runs once through all reciprocal vectors of the large cell. The sum over \(\mathbf k'\) then gives a factor \(N_k\), which cancels, and (2) results. In a mesh calculation, \(L\) is thus \(N\) times the primitive edge.

### (c) The required cell size

**Leading estimate.** A simple cubic lattice has six nearest images at distance \(L\). For large arguments \(\operatorname{erfc}(x)\approx e^{-x^2}/(x\sqrt\pi)\), so at \(R=L\) the ratio of the second term in (4) to the first is about \(2s\omega'\,e^{-(1/4s^2-\omega'^2)L^2}\), where \(1/4s^2-\omega'^2=\omega'^2/(4s^2\omega^2)\) by the definition of \(\omega'\). The second term can therefore be dropped when \(\omega'L\gg2s\omega\), which holds easily for the present parameters, and

\[
|E_L-E_\infty|\approx\frac{3\operatorname{erfc}(\omega'L)}{L}.
\]

To solve for \(L\) by hand, use \(\operatorname{erfc}(x)\approx e^{-x^2}/(x\sqrt\pi)\). This is an upper bound, because for \(t>x\)

\[
\int_x^\infty e^{-t^2}dt<\int_x^\infty\frac tx\,e^{-t^2}dt=\frac{e^{-x^2}}{2x}.
\]

Setting the estimated error equal to the threshold \(\eta\) and taking the logarithm,

\[
\frac{3\,e^{-\omega'^2L^2}}{\sqrt\pi\,\omega'L^2}=\eta
\quad\Longrightarrow\quad
L=\frac1{\omega'}\sqrt{\ln\frac{3}{\sqrt\pi\,\omega'\eta L^2}} .
\tag{5}
\]

The right-hand side depends only weakly on \(L\), so the equation can be iterated.

**Numbers.** The effective screening parameter is

\[
\omega'=\left(\frac1{0.11^2}+4\right)^{-1/2}=0.10743\ \text{per bohr},
\]

and \(\eta=1\) meV is \(3.675\times10^{-5}\) hartree. Starting from \(L=20\) bohr, the argument of the logarithm is

\[
\frac{3}{1.7725\times0.10743\times3.675\times10^{-5}\times400}\approx1072 .
\]

Its logarithm is 6.977, with square root 2.641, and division by \(\omega'\) gives \(L=24.59\) bohr. The next iterates are 23.85, 23.96 and 23.94 bohr. Solving with the full image sum (3) instead gives

\[
L=23.8\ \text{bohr}=12.6\ \text{Å}.
\]

The hand estimate is 0.4% larger than this. At the solution the six nearest images supply 0.9985 meV of the 1 meV, which justifies keeping them alone. Explicit reciprocal sums (2) confirm both the error formula and this cell size.

**Reading the result.** The infinite-cell energy is \(E_\infty=-0.2215\) hartree, so 1 meV is less than two parts in ten thousand of it. The approach to the limit is fast once \(\omega'L\) exceeds about 2:

| \(L\) (bohr) | error (meV) |
|---|---|
| 10 | −1492 |
| 15 | −133 |
| 20 | −9.80 |
| 25 | −0.476 |
| 30 | −0.014 |

A stricter threshold costs little. The required edge is 19.96 bohr for 10 meV, 27.31 bohr for 0.1 meV and 30.45 bohr for 0.01 meV. The threshold enters (5) under a logarithm and a square root, so between 10 and 0.01 meV each factor of ten adds only three to four bohr.

In reciprocal space, the exponential in (1) varies on the scale \(2\omega=0.22\) per bohr, while the grid spacing at the solution is \(2\pi/L=0.26\) per bohr. The grid is coarser than this scale, yet the error is only 1 meV. Equation (3) explains why: the error is set by the tail of \(w\) at the nearest image, and that tail falls off as a Gaussian.

The width of the orbital matters moderately. For \(s=0.5\) bohr the 1 meV edge is 23.5 bohr, and for \(s=2\) bohr it is 25.3 bohr, because a wider density lowers \(\omega'\). If a hybrid functional includes a fraction 0.25 of screened exchange, an error of 1 meV in its energy allows 4 meV at full strength, and 21.6 bohr suffices.

A primitive cell of edge 12 bohr with a \(2\times2\times2\) mesh has \(L=24\) bohr, just above the required size. Its energy, computed from the Bloch pair densities, is \(-0.2215167\) hartree, equal to the single-cell value to the digits shown. It lies about 0.9 meV below \(E_\infty\).

### (d) Leaving out the zero-wavevector term

The \(\mathbf Q=0\) term of (2) is \(-\pi/(2\omega^2L^3)\). Omitting it adds the opposite amount to the energy:

\[
E_L^{\text{drop}}-E_\infty=+\frac{\pi}{2\omega^2L^3}-\frac12\sum_{\mathbf R\ne0}w(R).
\]

For large \(L\) the image sum is negligible, and the error decreases only as the inverse cell volume. At \(L=25\) bohr the first term is \(259.6/(2\times25^3)=8.31\times10^{-3}\) hartree, which is 226 times the 1 meV threshold. The full error is +225.6 meV, compared with −0.476 meV when the term is kept. The 1 meV criterion now requires

\[
L\approx\left(\frac{259.6}{2\times3.675\times10^{-5}}\right)^{1/3}\text{bohr}\approx152\ \text{bohr},
\]

an edge 6.4 times longer and a volume about 260 times larger. The finite value \(\pi/\omega^2\) is thus part of the quadrature, and setting it to zero destroys the rapid convergence.

### Limits of the result

**Weak screening.** As \(\omega\to0\), \(v(0)\) diverges and \(\omega'\) tends to zero with it. With \(x=\omega'L\), equation (5) reads \(x^2e^{x^2}=3\omega'/(\sqrt\pi\,\eta)\). While \(\omega'\gg\eta\) in atomic units, \(x\) changes only slowly, roughly as the square root of a logarithm. For the 1 meV threshold and \(s=1\) bohr, the full sum (3) gives \(x=2.56\) at \(\omega=0.11\), 2.13 at \(\omega=0.01\) and 1.66 at \(\omega=0.001\) per bohr, and (5) reproduces the edge to within 1% at each of these values. The required edge therefore grows somewhat more slowly than \(1/\omega\). Once \(\omega'\) falls to the order of \(\eta\), \(x\) drops to about 1, and the approximations behind (5) (the asymptotic form of erfc and the six nearest images alone) lose accuracy: at \(\omega'=\eta\) the edge from (5) is about 5% too small. The full sum (3) should then be used. For the bare interaction there is no finite \(\mathbf Q=0\) term to keep, and this analysis does not apply.

**Strong screening.** When \(\omega s\gg1\), \(\omega'\) approaches \(1/(2s)\) and the two terms in (4) nearly cancel. The range of \(w\) is then set by the orbital. The orbital amplitude varies as \(e^{-r^2/4s^2}\), so two copies a distance \(d\) apart have overlap \(e^{-d^2/8s^2}\), and the condition that this be small becomes the one to watch. In a single cell, where \(d=L\), this happens well before \(\omega s\) is large. The overlap falls more slowly than the factor \(e^{-\omega'^2L^2}\) of the image error once \(\omega'^2>1/(8s^2)\), that is, once \(\omega s>1/2\). For \(s=1\) bohr, \(\omega=0.5\) per bohr and \(L=9\) bohr, the normalized periodic sum of the orbitals has an error of +0.95 meV, while (3) gives −0.06 meV.

**Overlapping orbitals and metals.** The derivation used pair densities without overlap between sites. When orbitals overlap, pair densities between different sites also contribute, which changes the image error from the value given by (3). The finite mesh then also affects the density matrix itself. In a metal the occupation also jumps at the Fermi surface. The length of 23.84 bohr reduces the kernel's own image error to 1 meV for localized orbitals with the parameters of part (c); it is not a convergence guarantee for those systems, which need a direct test with increasing mesh density.

The numerical output below lists the values computed for \(\omega=0.11\) per bohr.

## Table of computed values

```
omega = 0.11 1/bohr
orbital density width s = 1.0 bohr
v(0) = pi/omega^2 = 259.636 hartree bohr^3
v(0) by real-space quadrature = 259.636 hartree bohr^3
v(0) in SI, e^2/(4 eps0 omega^2) = 1.6774e-46 J m^3
omega_eff = 0.10743 1/bohr
infinite-cell exchange energy = -0.221483 hartree
Error per electron in meV: Q=0 kept, Q=0 dropped
  L = 10 bohr: -1491.97639 meV, 2040.548 meV
  L = 15 bohr: -133.49036 meV, 913.184 meV
  L = 20 bohr: -9.80154 meV, 431.764 meV
  L = 25 bohr: -0.47618 meV, 225.605 meV
  L = 30 bohr: -0.01406 meV, 130.820 meV
k-mesh energy, 2x2x2, primitive edge 12 bohr = -0.22151670 hartree
single-cell energy, L = 24 bohr = -0.22151670 hartree
threshold 1 meV = 3.67493e-05 hartree
hand iteration for L (bohr): 20.000, 24.587, 23.848, 23.959, 23.942, 23.945, 23.944
Required L with Q=0 kept, s = 1 bohr
  error 10 meV: L = 19.96 bohr
  error 1 meV: L = 23.84 bohr
  error 0.1 meV: L = 27.31 bohr
  error 0.01 meV: L = 30.45 bohr
main result, 1 meV: L = 23.84 bohr = 12.62 angstrom
omega_eff*L at main result = 2.562 (no unit)
omega*L at main result = 2.623 (no unit)
six nearest images at main result = 0.9985 meV
grid spacing 2 pi/L at main result = 0.2635 1/bohr
Required L for 1 meV at other orbital widths
  s = 0.5 bohr: L = 23.45 bohr
  s = 2.0 bohr: L = 25.33 bohr
mixing fraction 0.25, 1 meV in the hybrid energy: L = 21.56 bohr
Q=0 dropped, 1 meV: L = 152.3 bohr
ratio of the two edges = 6.39 (no unit)
```
